Why Sample Shape Drops Out of the Conductivity of Dispersed Spheres

An epoxy coating holds 10 % by volume of alumina spheres, each 150 times as conductive as the epoxy. The spheres disturb one another's temperature fields, and one can add up these disturbances pair by pair to find the term in the conductivity proportional to the square of the volume fraction. The coefficient of that term comes out as 4.29 if the sum runs over a long needle of material, 1.41 if it runs over a large ball, and −4.35 if it runs over a flat slab lying across the heat flow. The material is the same in all three sums, and enlarging the sample does not bring the answers together.

The last value gives a conductivity of 0.2501 W/(m K), less than the 0.2588 W/(m K) obtained by ignoring the interactions altogether. Yet a coating is a slab across the heat flow. Something has been computed correctly and given the wrong name.

**The model and its first-order term**

Equal spheres of radius a and conductivity αk lie in a matrix of conductivity k. Heat flow is steady and obeys Fourier's law, and temperature and normal flux are continuous at the interfaces. The spheres are placed homogeneously and isotropically, n per unit volume. With V = 4πa³/3 the volume fraction is φ = nV. The conductivity k* is defined by mean flux and mean temperature gradient G:

⟨q⟩ = −k* G.

The local flux is −k∇T in the matrix and −αk∇T in a sphere. Writing the latter as −k∇T − (α−1)k∇T and averaging gives

⟨q⟩ = −kG − n⟨S⟩, S = (α−1)k ∫∇T dV,

where the integral covers one sphere. All that is needed is the mean of S at a given G.

Take first a lone sphere in a uniform gradient G. Try T = G·x(1 + b/r³) outside and T = c G·x inside. Continuity of temperature and of radial flux at r = a require

c = 1 + b/a³,
αc = 1 − 2b/a³.

Adding twice the first equation to the second gives c = 3/(α+2). Hence

b = −βa³, c = 1 − β, β = (α−1)/(α+2).

The interior gradient is uniform, so

S₀ = (α−1)k V · 3G/(α+2) = 3βkV G.

If every sphere responds in this way, k*/k = 1 + 3βφ. In the coating β = 0.980, so 3βφ = 0.294 and k* = 0.2 × 1.294 = 0.2588 W/(m K).

**Where the shape gets in**

The same solution shows how one sphere changes the gradient elsewhere. Outside it, the disturbance is

e = −βa³ ∇(G·x/r³) = βa³ [3r̂(r̂·G) − G]/r³,

and inside it is (c − 1)G = −βG. Because e is even in x, it also gives the disturbance at the origin due to a sphere centred at x.

Let the sample sit in an external gradient G∞ along z. Put one sphere at the origin and let a second one take all positions r > 2a in the sample. The first effect of the second sphere is to add e to the gradient felt by the first. This field is not uniform over the first sphere, but only its l = 1 part contributes to S, and for a harmonic temperature that part is fixed by the gradient at the centre. So S changes by 3βkV e.

The number of spheres in a shell grows as r² dr while e falls as 1/r³. The product, dr/r, gives a logarithm. What saves the sum from divergence is the angular factor 3cos²θ − 1, whose mean over directions is zero. But the cancellation requires complete shells, and at the outer boundary the shells are cut off according to the shape of the sample. Every factor of two in distance counts equally, so the boundary never becomes unimportant.

The remainder follows from the divergence theorem. Since e_z = −βa³G∞ ∂(z/r³)/∂z, the integral over the sample outside r = 2a is

∫e_z dV = −βa³G∞ [∮outer (z n_z/r³) dA − ∮r=2a (z n_z/r³) dA],

with n_z the z component of the normal pointing away from the origin. On the small sphere the integrand is cos²θ per unit solid angle, which integrates to 4π/3. Call the outer integral 4πN. This N is the depolarization factor. Then

n∫e_z dV = nβa³G∞ · 4π(1/3 − N) = βφ(1 − 3N)G∞.

For a ball, N = 1/3 by the calculation just made. For a long needle along z, n_z differs from zero only at the remote ends, which fill a vanishing solid angle, so N = 0. For a slab across z, each face contributes its solid angle 2π, so N = 1. In an ellipsoid N has the same value at every interior point, which makes ellipsoids convenient samples.

The response to e therefore adds 3βφ · βφ(1 − 3N) to the relative conductivity. Later reflections, in which the first sphere acts back on the second and so on, add a term Jφ² that is computed below. They begin at order 1/r⁶ and their sum converges absolutely, whatever the shape. The naive coefficient is

K_naive = J + 3β²(1 − 3N).

The needle gives J + 3β², the ball J, and the slab J − 6β². For the coating 3β² = 2.883 and J = 1.411, which reproduces the three opening numbers.

**The missing distinction**

The calculation found the response to G∞, the gradient applied from outside. Conductivity refers to G, the mean gradient in the material. These differ at order φ, and since the leading response is itself of order φ, the difference enters at φ².

To find G, choose a point fixed in space and average the gradient there over all arrangements of spheres. Unlike the centre of a sphere, such a point may lie anywhere relative to a sphere, including inside it. To first order in φ,

G = G∞ + n∫e dV, over all r.

There are three regions. For r < a the point lies inside the sphere, e = −βG∞, and the contribution is −nVβG∞ = −βφG∞. For a < r < 2a the shells are complete and contribute zero. For r > 2a the result is the one already found. Together,

G = G∞[1 − βφ + βφ(1 − 3N)] = G∞(1 − 3Nβφ).

Now express the mean response through G. The naive result was

⟨S⟩ = 3βkV G∞ [1 + β(1 − 3N)φ + Jφ/(3β)],

and to this order G∞ = G(1 + 3Nβφ). Multiplying out and keeping terms linear in φ inside the bracket,

⟨S⟩ = 3βkV G [1 + βφ + Jφ/(3β)].

N has cancelled. With n⟨S⟩/(kG) added to one,

k*/k = 1 + 3βφ + K₂φ², K₂ = 3β² + J.

Jeffrey's renormalization does this inside the integral. The conditionally convergent integral of 3βkV e is subtracted from the pair sum, because its value is known from the definition of G:

⟨S⟩ = S₀(G) + n∫{g(r)[S(r) − S₀] − 3βkV e(r)} dV.

Here S(r) is the response with a second sphere at r, and g(r) is the probability density of finding one there, relative to n. Beyond 2a the braces fall off as 1/r⁶ when g = 1. Within 2a no second centre is allowed, so g = 0, but the subtraction remains. It supplies −3βkV · n · (−βVG) = 3β²φkV G, which is the source of 3β² in K₂. The method does not discard an awkward boundary term. It uses the fact that the same boundary term occurs in the mean gradient.

Explicit sums show the cancellation. Place equal dipoles on a cubic lattice filling a spheroid, and measure disturbances in units of βφG∞. In a disc with half-thickness 10.5 and radius 50.5 lattice spacings, the other spheres change the gradient at the central site by −1.217, while the mean over the central cell, its own sphere included, changes by −2.217. In a ball the two values are 0.000 and −1.000. In a rod of half-length 60.5 and radius 15.5 they are 0.768 and −0.232. Each value depends on shape, but their difference is 1.000 in all three cases. That difference is the βφ in the last bracket for ⟨S⟩.

**What the naive number means**

The shape-dependent result is a correct answer to another question. Treat the composite ellipsoid as a homogeneous body with κ = k*/k. Its excess flux (κ−1)kG acts as a uniform dipole density, whose own interior gradient is −N(κ−1)G. Therefore

G = G∞ − N(κ−1)G, or G = G∞/[1 + N(κ−1)].

The naive calculation divides the excess flux by kG∞, and so reports

1 + (κ−1)/[1 + N(κ−1)] = 1 + (κ−1) − N(κ−1)² + …

Inserting κ − 1 = 3βφ + K₂φ² gives the second-order coefficient K₂ − 9Nβ² = J + 3β²(1 − 3N), as before. The needle gives the right answer because its interior gradient equals the external one. In a slab the flux is continuous, so G = G∞/κ: the better the composite conducts, the smaller its gradient.

The error −9Nβ²φ² is negative for conducting and insulating inclusions alike. Good conductors lower G in the sample, so their positive excess flux is divided by too large a gradient. Poor conductors raise G, which enlarges their negative excess flux, and division by the smaller G∞ makes the reduction look too strong.

**The convergent part**

A pair of spheres responds differently along and across its line of centres:

S = 3βkV [A∥ r̂r̂ + A⊥(I − r̂r̂)]·G.

The mean over directions is (A∥ + 2A⊥)/3. With s = r/a and 4πna³ = 3φ, the contribution to k*/k is 3βφ · 3φ∫s²g[(A∥ + 2A⊥)/3 − 1] ds, so

J = 9β ∫₂^∞ s² g(s) [(A∥ + 2A⊥)/3 − 1] ds.

Averaging over directions first is now legitimate, because the first reflection has been accounted for separately. I take g = 1 for s > 2, the well-stirred case.

A solvable approximation keeps only dipoles. By symmetry both spheres carry equal dipoles, and each feels the other through e:

A∥ = 1 + (2β/s³)A∥, A⊥ = 1 − (β/s³)A⊥.

Put w = 1/s³. Then A∥ = 1/(1 − 2βw) and A⊥ = 1/(1 + βw), so

(A∥ + 2A⊥)/3 − 1 = (1/3)[2βw/(1 − 2βw) − 2βw/(1 + βw)]
= 2β²w²/[(1 − 2βw)(1 + βw)].

The terms linear in w have cancelled, leaving 1/s⁶. Since s² ds = −dw/(3w²),

J_dip = 6β³ ∫₀^(1/8) dw/[(1 − 2βw)(1 + βw)].

The derivative of ln[(1 + βw)/(1 − 2βw)] is 3β/[(1 − 2βw)(1 + βw)]. Hence

J_dip = 2β² ln[(8 + β)/(8 − 2β)].

For the coating this is 0.762, about half of the full J. Close spheres also excite higher multipoles, which must be included.

Set a = 1 and G = 1. A field d r^l incident on a sphere produces b r^(−l−1) outside and t r^l inside, with the same angular function. The interface conditions t = d + b and αlt = ld − (l+1)b give

b = −β_l d, β_l = l(α−1)/(lα + l + 1).

Let m = 0 denote a gradient along the line of centres and m = 1 one across it. Measure each polar angle from the direction of the other sphere, and take P_l^1 positive. Reflection in the midplane shows that the second sphere has coefficients σb_l, with σ = −1 for m = 0 and σ = +1 for m = 1. Near the first sphere, the field of the second is regular and can be re-expanded:

r₂^(−l−1) P_l^m(cosθ₂) = Σ_n C(l+n, n+m) s^(−l−n−1) r₁^n P_n^m(cosθ₁),

where C is the binomial coefficient. For m = 0 the coefficients follow on the axis, where r₂ = s − z, from the binomial series of (s − z)^(−l−1). For m = 1, use P_l^1 ≈ l(l+1)sinθ/2 near the axis. The series of (s − z)^(−l−2) then gives l(l+1)C(l+n, n−1)/[n(n+1)], which equals C(l+n, n+1). The spheres therefore satisfy

b_n = −β_n [δ_n1 + σ Σ_l C(l+n, n+m) s^(−l−n−1) b_l], A = −b₁/β.

Keeping l = n = 1 restores the dipole equations. At s = 3 the full solution for α = 150 gives A∥ = 1.0803 and A⊥ = 0.9655. The changes, +0.0803 once and −0.0345 twice, nearly cancel and leave a mean excess of 0.0037. At s = 2.3 the excess is 0.0269. J is thus governed by near neighbours, in contrast to the naive sum, which depends on the remote boundary.

Integration gives J = 1.411 and K₂ = 4.294. Going from 60 to 120 multipoles shifts K₂ by less than 0.0001.

**Two independent comparisons**

A periodic simulation needs no renormalization, because the periodic cell fixes the mean gradient directly. With 64 random spheres per cell, 160 arrangements and dipole interactions among all spheres, the quantity (k*/k − 1 − 3βφ)/φ² is 3.696 ± 0.014 at φ = 0.03 and 3.772 ± 0.010 at φ = 0.06. Linear extrapolation to φ = 0 gives 3.62 ± 0.03. The dipole-level theory, 3β² + J_dip, gives 3.65. Dropping 3β², as the naive ball does, would leave 0.76. This comparison tests the renormalization and the dipole part of J, but not the higher multipoles.

The second comparison is with the Hashin–Shtrikman lower bound for isotropic composites with α > 1:

k*/k ≥ (1 + 2βφ)/(1 − βφ) = 1 + 3βφ + 3β²φ² + …

It requires K₂ ≥ 3β². At φ = 0.10 the bound is 0.2652 W/(m K). The renormalized value, 0.2674, lies above it. The naive ball, 0.2616, and the naive slab, 0.2501, lie below it and so cannot be conductivities of this material.

For insulating pores, α = 0 and β = −1/2, the inequality is reversed. Here K₂ = 0.588, below 3β² = 0.75 as required, and k*/k = 1 − 1.5φ + 0.588φ². The naive slab coefficient would be 0.588 − 9/4 = −1.66, with the wrong sign.

**The coating in numbers**

The second-order term is 4.294 × 0.01 = 0.043, so k* = 0.2 × (1 + 0.294 + 0.043) = 0.2674 W/(m K). With a thickness of 200 µm and a heat flux of 20 kW/m², held fixed, the temperature drop is

20 000 × 0.0002/0.2674 = 15.0 K.

The naive slab value would predict 16.0 K. Its conductivity is 6.5 % below the renormalized one.

The parameters (0.2 and 30 W/(m K) for matrix and filler, spheres of radius 5 µm) are rough values for alumina-filled epoxy. The loading is low for a coating meant to conduct heat well, and real filler grains are often irregular and of mixed size. The following changes are relative to k*. An assumed interface resistance of 2×10⁻⁸ m² K/W lowers it by 0.08 %, and halving the filler conductivity lowers it by 0.6 %. Higher orders in φ add about 0.2 % at dipole level; their higher-multipole part was not computed. The dipole part alone moves k* to 0.2679 W/(m K) and the drop to 14.9 K, so the last digits of 0.2674 and 15.0 K belong to the series cut at φ², not to the coating. Sphere centres cannot come closer than a to either face, which leaves depleted layers there. If 10 % is the loading of the interior, treating them as plain matrix of total thickness 2a gives a loss of (2a/thickness)(k*/k − 1) = 0.05 × 0.337, or 1.7 %. This is only a rough size, because it leaves out the response of nearby spheres to the faces, which is also of first order in φ and for isothermal faces offsets roughly a sixth of the loss. If 10 % is the average over the whole coating, the interior is correspondingly richer and, apart from that response, the loss cancels to first order in φ, leaving about 0.3 % at this loading. At 300 K, radiation between black faces through a transparent layer of refractive index one would add 0.5 %. A larger index raises this figure and absorption lowers it, so the label "upper size" in the output applies only to an index of one.

Interface resistance R becomes important for small particles. It replaces α in the dipole response by α/(1 + ρ), with ρ = Rαk/a, because the temperature jump changes the first interface condition to c(1 + ρ) = 1 + b/a³. Here ρ = 0.12. At a = 50 nm, with the other values held fixed and Fourier's law still assumed, ρ = 12 and β falls from 0.98 to about 0.78.

**What "unique" requires**

K₂ is independent of sample shape, but it still depends on how the spheres are arranged. Doubling g for 2 < s < 2.2, a mild clustering, raises K₂ from 4.29 to 4.87 and k* by 0.4 %. K₂ has a definite value only once the pair distribution is given. If g depends on direction, as when particles form chains, the first reflection no longer averages to zero near the sphere, and the conductivity generally becomes a tensor. That dependence on arrangement is a property of the material. The dependence on N came from dividing by a gradient that the material does not have.

The full numerical output follows.

Table of computed values

```
matrix conductivity 0.2 W/(m K), filler 30.0 W/(m K)
radius 5.0 um, thickness 200 um, phi 0.10
heat flux 20 kW/m^2, temperature 300 K
alpha = 150.0, beta = 0.98026
lattice sums in units of beta*phi: local, cell mean, difference
  disc: N = 0.7427, 1-3N = -1.2282: -1.2168, -2.2168, 1.00000
  sphere: N = 0.3333, 1-3N = 0.0000: -0.0000, -1.0000, 1.00000
  rod: N = 0.0779, 1-3N = 0.7664: 0.7680, -0.2320, 1.00000
s = 2.3: A_parallel = 1.22111, A_perp = 0.92979, mean excess = 0.026894
s = 3.0: A_parallel = 1.08027, A_perp = 0.96548, mean excess = 0.003742
3 beta^2 = 2.8827, J (dipoles only) = 0.7624, J (full) = 1.4111
K2 = 4.2939, dipole-only K2 = 3.6452
shift of K2, 60 to 120 multipoles: 7.7e-05
alpha = 0: beta = -0.5000, K2 = 0.5879
alpha = 10: beta = 0.7500, K2 = 2.2720
simulated second-order term at phi 0.03: 3.696 +- 0.014
simulated second-order term at phi 0.06: 3.772 +- 0.010
extrapolated to phi = 0: 3.619 +- 0.030 (theory 3.645)
first-order k = 0.2588 W/(m K)
k_eff = 0.2674 W/(m K), ratio to matrix 1.3370
Hashin-Shtrikman lower bound = 0.2652 W/(m K)
naive needle: coefficient 4.2939, k = 0.2674 W/(m K)
naive sphere: coefficient 1.4111, k = 0.2616 W/(m K)
naive slab: coefficient -4.3544, k = 0.2501 W/(m K)
temperature drop 14.96 K; with naive slab value 15.99 K
interface resistance 2e-08 m^2 K/W: -0.08 %
filler conductivity halved: -0.58 %
higher orders in phi (dipole simulation): 0.17 +- 0.01 %
g doubled for 2 < s < 2.2: K2 = 4.8660, k change 0.43 %
depleted layers at both faces, rough size: 1.69 %
radiation across a transparent coating, upper size: 0.46 %
```
